# Sand's Time: Ion Depletion at a Constant-Current Plating Cathode

**Q:** A power supply holds the current through a copper cathode constant. The electrolyte is still and was uniform at the start. If the current is steady, why should anything at the surface change with time?

**A:** The current fixes the rate at which ions are removed, not the concentration from which they are removed. Diffusion must bring replacements from farther and farther away, so the concentration at the surface falls.

Let the cathode be the plane $x=0$ and the liquid fill $x>0$. The metal-ion concentration is $c(x,t)$, initially $c_0$ everywhere. From $t=0$ a current density of magnitude $j$ deposits metal, with $n$ electrons per ion; $F$ is the Faraday constant. I assume that all the current deposits metal and that the liquid does not flow.

Let $N$ be the ion flux, counted positive away from the cathode. A thin slab of liquid gains what enters on one side and loses what leaves on the other, so

$$\frac{\partial c}{\partial t}=-\frac{\partial N}{\partial x}.$$

If ions move by diffusion alone, $N=-D\,\partial c/\partial x$. With constant diffusivity $D$,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}.$$

Each deposited ion takes $n$ electrons, so $j/(nF)$ moles arrive per unit area and time. They move towards negative $x$, hence $N(0,t)=-j/(nF)$, and

$$D\left.\frac{\partial c}{\partial x}\right|_{x=0}=\frac{j}{nF}.$$

The slope is positive: the concentration rises away from the cathode. The other conditions are $c(x,0)=c_0$ and $c\to c_0$ as $x\to\infty$.

**Q:** Ions are charged and there is a field in the liquid. You have dropped it without a reason.

**A:** The reason is a supporting electrolyte: a large excess of other ions, such as sulfuric acid in a copper bath. They make the liquid conduct well, so a given current needs only a weak field, and the metal ions drift little. For now this is an assumption, and its cost must be worked out.

**Q:** Granted for now. The boundary condition fixes a slope, not a value. How do you solve that?

**A:** By solving first for the quantity that is fixed. Define the flux towards the cathode, $g=D\,\partial c/\partial x$. Since $D$ is constant,

$$\frac{\partial g}{\partial t}=D\frac{\partial}{\partial x}\frac{\partial c}{\partial t}
=D\frac{\partial}{\partial x}\left(D\frac{\partial^2c}{\partial x^2}\right)=D\frac{\partial^2 g}{\partial x^2}.$$

So $g$ obeys the same equation, with simpler conditions: $g(0,t)=j/(nF)$, $g(x,0)=0$ because the initial concentration is uniform, and $g\to0$ far away.

The liquid has no thickness of its own, so the only length that can be formed from $D$ and $t$ is $\sqrt{Dt}$. This suggests

$$g=\frac{j}{nF}f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}}.$$

The derivatives of $\eta$ are $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$. Inserting them gives

$$-\frac{\eta}{2t}f'=D\,\frac{f''}{4Dt}=\frac{f''}{4t}
\quad\Rightarrow\quad f''+2\eta f'=0.$$

The time has cancelled, so the trial form works. Integrating once gives $f'=-Ae^{-\eta^2}$. With $f(0)=1$,

$$f(\eta)=1-A\int_0^\eta e^{-u^2}du.$$

Both $t\to0$ at fixed $x>0$ and $x\to\infty$ at fixed $t$ mean $\eta\to\infty$, where $f$ must vanish. Since $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$, we need $A=2/\sqrt\pi$. The result is the complementary error function, $f=\operatorname{erfc}\eta$.

**Q:** That is the flux. I asked about the concentration.

**A:** Integrate the slope $g/D$ from $x$ out to the undisturbed liquid. With $dx'=2\sqrt{Dt}\,du$,

$$c_0-c(x,t)=\frac1D\int_x^\infty g\,dx'
=\frac{2j}{nF}\sqrt{\frac tD}\int_\eta^\infty\operatorname{erfc}u\,du.$$

Integrate by parts, using $d(\operatorname{erfc}u)/du=-(2/\sqrt\pi)e^{-u^2}$:

$$\int_\eta^\infty\operatorname{erfc}u\,du
=\bigl[u\operatorname{erfc}u\bigr]_\eta^\infty+\frac{1}{\sqrt\pi}\int_\eta^\infty2u\,e^{-u^2}du
=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\operatorname{erfc}\eta.$$

The upper boundary term vanishes because $\operatorname{erfc}u$ decays faster than $1/u$. Therefore

$$c(x,t)=c_0-\frac{2j}{nF}\sqrt{\frac tD}\left[\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\operatorname{erfc}\eta\right].$$

**Q:** You differentiated the equation and then integrated. Are you sure that this solves the original problem, and that nothing else does?

**A:** Differentiate $c_0-c=(1/D)\int_x^\infty g\,dx'$ in time and use the equation for $g$:

$$-\frac{\partial c}{\partial t}=\int_x^\infty\frac{\partial^2g}{\partial x'^2}dx'=-\frac{\partial g}{\partial x}
\quad\Rightarrow\quad\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The surface slope is right because $f(0)=1$, and the initial and far values are $c_0$ because the integral vanishes for $\eta\to\infty$.

For uniqueness, let $w$ be the difference of two solutions that both approach $c_0$ rapidly far away. It starts at zero and has zero slope at the cathode, so

$$\frac{d}{dt}\int_0^\infty w^2dx=2D\left[w\frac{\partial w}{\partial x}\right]_0^\infty-2D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0,$$

since the bracket vanishes at both ends. An integral that starts at zero, cannot be negative and cannot grow stays zero. Hence $w=0$.

**Q:** Then when does the surface run out of ions?

**A:** At $x=0$ the square bracket in $c(x,t)$ equals $1/\sqrt\pi$, so

$$c(0,t)=c_0-\frac{2j}{nF}\sqrt{\frac{t}{\pi D}}.$$

Call the time at which this vanishes $\tau$. Then $\sqrt\tau=nFc_0\sqrt{\pi D}/(2j)$, and squaring gives Sand's time,

$$\boxed{\tau=\pi D\left(\frac{nFc_0}{2j}\right)^2}$$

At fixed $c_0$ and $D$ it scales as $1/j^2$. In terms of $\tau$ the surface concentration is

$$\frac{c(0,t)}{c_0}=1-\sqrt{\frac t\tau}.$$

Half of the surface concentration is gone after a quarter of Sand's time.

**Q:** If I double the current, I use ions twice as fast. I would expect half the time, not a quarter.

**A:** That would hold for a closed reservoir of fixed size. Here the reservoir is the layer that diffusion has reached, and it grows with time. The number of moles removed per area by time $\tau$ is $j\tau/(nF)$. Sand's formula gives $j/(nFc_0)=\tfrac12\sqrt{\pi D/\tau}$, so

$$\frac{j\tau}{nF}=\frac{\sqrt\pi}{2}\,c_0\sqrt{D\tau}.$$

The usable supply is that of a layer about $0.89\sqrt{D\tau}$ thick. Doubling the current quarters the time, which halves both this thickness and the charge passed before depletion.

**Q:** What happens after $\tau$? Your formula goes negative.

**A:** It has then ceased to apply. A concentration cannot be negative, so the metal-ion flux can no longer be kept at $j/(nF)$. If the supply still enforces the total current, the electrode potential must shift until another reaction carries the remainder. In an acid bath, hydrogen evolution is a candidate.

**Q:** Put in numbers for a copper bath.

**A:** Take rough typical values for a high-acid sulfate bath: $c_0=0.25$ mol/L, which is $2.5\times10^{-4}$ mol/cm³, with 1.8 mol/L sulfuric acid and $D=5\times10^{-6}$ cm²/s. Let a pulse of 100 mA/cm² be applied, with $n=2$. The ion demand is

$$\frac{j}{nF}=\frac{0.100}{2\times96485}=5.18\times10^{-7}\ \text{mol/(cm}^2\,\text{s)}.$$

It is convenient to define the length

$$\ell=\frac{nFDc_0}{j}=\frac{(5\times10^{-6})(2.5\times10^{-4})}{5.18\times10^{-7}}\ \text{cm}=24.1\ \mu\text{m}.$$

Since $\tau=\pi\ell^2/(4D)$,

$$\tau=\frac{\pi\,(2.412\times10^{-3})^2}{4\times5\times10^{-6}}\ \text{s}=0.914\ \text{s}.$$

The diffusion length $\sqrt{D\tau}$ is 21.4 μm. At $t=\tau$ the concentration is zero at the surface but already $0.62\,c_0$ at a depth of 20 μm. A first pulse of 0.1 s leaves $1-\sqrt{0.1/0.914}=0.67$ of the surface concentration. A later pulse starts from whatever profile the preceding rest has left, so this figure does not carry over to it unless the liquid has recovered.

**Q:** Has the inverse square been tested apart from this algebra?

**A:** Yes, by direct numerical integration of the ion balances in a 1 mm layer of liquid, without using the error-function solution. With $c_0$ and $D$ held fixed:

| $j$ (mA/cm²) | formula (s) | integration (s) |
|---|---|---|
| 50 | 3.656 | 3.656 |
| 100 | 0.9140 | 0.9142 |
| 200 | 0.2285 | 0.2286 |

The exponent fitted to the integrated times is $-1.9998$. This tests the solution of the model, not the assumptions behind it.

**Q:** Then the assumptions. Plating baths are stirred, not semi-infinite and still.

**A:** Represent stirring by a still layer of thickness $\delta$ whose outer edge is held at $c_0$. In the steady state the profile is a straight line of slope $j/(nFD)$, so

$$c(0)=c_0-\frac{j\delta}{nFD}=c_0\left(1-\frac{j}{j_{\lim}}\right),\qquad j_{\lim}=\frac{nFDc_0}{\delta}.$$

Below $j_{\lim}$ the surface never empties. The difference between the actual and the steady profile starts positive, has zero slope at the cathode and is held at zero at the outer edge. Diffusion cannot make such a distribution negative, so the concentration stays above its positive steady value. Above $j_{\lim}$ the steady value would be negative, and the surface empties on the way towards it.

For a rough $\delta=50$ μm, $j_{\lim}=100\times24.12/50=48.2$ mA/cm². Integration with this layer gives three different situations:

- At 100 mA/cm² depletion comes at 0.915 s, about 0.1 % later than in the semi-infinite liquid. The diffusion length is less than half of $\delta$.
- At 60 mA/cm² it comes at 2.88 s, against a Sand time of 2.54 s, which is 13 % later.
- At 20 mA/cm² Sand's formula gives about 23 s, but the stirred surface settles at $0.585\,c_0$ and does not deplete.

The inverse-square law is therefore a law for currents well above the limiting current, or for liquid that really is still.

**Q:** You owe me the electric field. What if there is no acid at all?

**A:** That case can be solved. Take copper sulfate alone, with ion charges $+2$ and $-2$. Electroneutrality makes both concentrations equal to $c$. Let $\phi$ be the electric potential in units of $RT/F$, with $R$ the gas constant and $T$ the temperature, and let a prime denote $\partial/\partial x$. In the dilute-solution model the fluxes are

$$N_+=-D_+c'-2D_+c\,\phi',\qquad N_-=-D_-c'+2D_-c\,\phi'.$$

Divide each by its diffusivity and add; the field cancels:

$$\frac{N_+}{D_+}+\frac{N_-}{D_-}=-2c'.$$

The current flows towards the cathode and, in a neutral liquid, is the same at every $x$. Thus $2N_+-2N_-=-j/F$, or $N_-=N_++j/(2F)$. Substitute this and solve for $N_+$:

$$N_+=-D_sc'-t_+\frac{j}{2F},\qquad D_s=\frac{2D_+D_-}{D_++D_-},\qquad t_+=\frac{D_+}{D_++D_-}.$$

The last term of $N_+$ does not depend on $x$, so $\partial c/\partial t=D_sc''$. At the cathode $N_+=-j/(2F)$, which gives $D_sc'=(1-t_+)\,j/(2F)$. This is the earlier problem with $D$ replaced by $D_s$ and $j$ by $(1-t_+)j$:

$$\tau_{\text{salt}}=\pi D_s\left(\frac{nFc_0}{2j(1-t_+)}\right)^2,\qquad n=2.$$

With $D_+=D=5\times10^{-6}$ and a rough $D_-=1.0\times10^{-5}$ cm²/s, $D_s=6.67\times10^{-6}$ cm²/s and $t_+=1/3$. Relative to $\tau$ the factor is $(6.67/5)\times(3/2)^2=3.0$, so $\tau_{\text{salt}}=2.74$ s. Integration of the balances with the field included also gives 2.74 s. The inverse square survives, but the prefactor triples.

**Q:** And with the acid, is migration really negligible?

**A:** Less than the word suggests. I treat all sulfate in the acid bath as bisulfate, which leaves 1.55 mol/L of free hydrogen ions and, by neutrality, $2(0.25)+1.55=2.05$ mol/L of bisulfate. Their diffusivities are taken as $9.3\times10^{-5}$ and $1.3\times10^{-5}$ cm²/s, rough dilute values. Integration with the field then gives 1.05 s, which is 15 % longer than $\tau$. The figure depends on the bisulfate assumption: if all sulfate is instead taken as doubly charged, with 3.6 mol/L of free hydrogen ions, the delay is only about 5 %, and partial dissociation gives values in between. The figures also depend on the dilute diffusivities: lowering those of the supporting ions by 40 % raises the two delays to about 17 % and 6 %.

The size can be understood from a limit in which the supporting ions have no net flux. Their diffusion and drift then balance: $c_H'=-c_H\phi'$ for hydrogen ions and $c_A'=c_A\phi'$ for bisulfate. Neutrality, $2c+c_H=c_A$, gives

$$2c'=c_A'-c_H'=(c_A+c_H)\phi'.$$

The ratio of migration to diffusion in the copper flux is therefore

$$\frac{2c\,\phi'}{c'}=\frac{4c}{c_A+c_H}.$$

In the bulk composition this is $4(0.25)/3.6=0.28$, and it falls to zero where the copper is exhausted. A correction between these values is plausible. Imposed throughout the transient, this limit gives a delay of about 11 %, against 15 % from the full balances. It is an estimate of size, since the supporting ions do move during the transient.

**Q:** The wafer is not flat either. It has trenches to fill. Does the floor of a trench not starve first?

**A:** It does in this model, but shallow trenches add little. Consider a dense array with depth $h=300$ nm, width $w=100$ nm and pitch $p=200$ nm. Let $j$ remain the current per plan area, and take the severe case in which all of it goes to the trench floors. The flux inside a trench is then $(p/w)\,j/(nF)$. Diffusion crosses the depth in about $h^2/D=0.2$ ms, so the profile inside is nearly linear. As a fraction of $c_0$, the drop from mouth to floor is

$$s=\frac pw\,\frac{jh}{nFDc_0}=\frac pw\,\frac h\ell=2\times\frac{0.300}{24.12}=0.025.$$

The floor empties when the mouth has fallen to $s\,c_0$. Taking the mouth to follow the flat-surface law, $1-\sqrt{t/\tau}=s$, so

$$t=\tau(1-s)^2=0.914\times(0.975)^2=0.87\ \text{s}.$$

Integration with the narrowed cross-section gives 0.88 s, 4 % below $\tau$. It includes the ions initially stored in the trench, which the estimate ignores. Both calculations treat transport as one-dimensional and keep the trench shape fixed. An isolated trench, which draws ions sideways from the liquid above it, is a different problem.

**Q:** Could one pulse fill such a trench before the surface is depleted?

**A:** Not with these numbers. By $\tau$ the charge corresponds to 33.6 nm of copper averaged over the plan area. The trench volume per plan area is $300\times100/200=150$ nm. Even if all the metal went into the trenches, it would fill 22 % of them. Filling needs several pulses with recovery between them, or a current that the stirred layer can sustain.

**Q:** What of effects that you have not mentioned, such as charging the interface or buoyancy?

**A:** Charging is short. For a rough capacitance of 50 μF/cm² and a voltage step of 0.3 V, it takes $50\times10^{-6}\times0.3/0.100$ s $=0.15$ ms.

Buoyancy depends strongly on time. Removing all the copper sulfate would lower the density by at most about $\Delta\rho=0.04$ g/cm³. On a vertical cathode, balancing the buoyant force against viscous drag across the layer gives a speed of order $g_{\rm E}\Delta\rho\,D\tau/(\rho\nu)$, where $g_{\rm E}$ is the acceleration of gravity, $\rho\approx1$ g/cm³ the density and $\nu=0.01$ cm²/s the kinematic viscosity. This is about 0.2 mm/s. The speed builds up from zero as the layer grows, so the drift is smaller than this speed times $\tau$: solving the viscous flow with the growing density deficit gives about 0.04 mm by $\tau$. Liquid sliding along a uniform face meets liquid with the same profile, so only a strip of about that height near the leading edge is affected. Evaluated at depletion, where the density drop is the same for every current, the speed is proportional to $\tau$ and the distance to $\tau^2$. At 20 mA/cm², where Sand's time is 25 times longer, the drift is about 2.5 cm. On an unstirred vertical cathode, a strip of about that height at the lower edge would then no longer follow the formula.

**Q:** So what should I believe for a real copper bath?

**A:** About one second at 100 mA/cm², not three significant figures. The concentrations are in the range of high-acid copper baths. The current density is suited only to short pulses: it is about twice the limiting current of the stirred layer considered here. Real baths break the assumption of no migration, which here lengthens the time by about 5 to 15 %, depending on how the sulfate is treated, and their trenches move it by up to about $-4$ % in the array considered. Temperature matters more: with a rough activation energy of 18 kJ/mol for diffusion, warming from 298 to 308 K raises $D$, and with it $\tau$, by 27 % at fixed $c_0$ and $j$. The diffusivity in the actual bath is therefore the first quantity to measure. For a stirred bath under steady current, the comparison to make is $j$ against the limiting current. Migration raises that current too: in the 50 μm still layer it goes from 48 mA/cm² to about 55 (all bisulfate) or 50 (all doubly charged sulfate). Close to the limit this matters: depletion at 60 mA/cm² then comes at about 4.2 or 3.2 s instead of 2.88 s. Sand's time is the guide when a pulse well above $j_{\lim}$ starts from a recovered liquid, and the pulse should then end well before $\tau$. The remaining values are listed in the numerical output; the buoyant drift distance printed there is the upper estimate, speed times $\tau$, not the smaller drift of about 0.04 mm given above.

## Numbers as computed

```
Copper ion concentration: 0.25 mol/L
Sulfuric acid concentration: 1.80 mol/L
Copper ion diffusivity: 5.00e-06 cm2/s
Faraday constant: 96485.33 C/mol
Pulse current density: 100 mA/cm2
Ion demand j/(nF): 5.1821e-07 mol/(cm2 s)
Length nFDc0/j: 24.12 um
Sand time, formula: 0.9140 s
Diffusion length sqrt(D tau): 21.38 um
j = 50 mA/cm2: formula 3.6558 s, solver 3.6562 s
j = 100 mA/cm2: formula 0.9140 s, solver 0.9142 s
j = 200 mA/cm2: formula 0.2285 s, solver 0.2286 s
Fitted current exponent, solver: -1.9998
Largest profile error at 0.4 s: 1.1e-04 of c0
Surface c/c0 after 0.1 s: 0.6692
Surface c/c0 at tau/4: 0.5000
c/c0 at 20 um depth, t = tau: 0.6180
Copper thickness deposited by tau: 33.6 nm
Stirred layer thickness: 50 um
Limiting current density: 48.24 mA/cm2
Stirred depletion time at 100 mA/cm2: 0.9151 s
Sand time at 60 mA/cm2: 2.539 s
Stirred depletion time at 60 mA/cm2: 2.877 s
Sand time at 20 mA/cm2: 22.85 s
Stirred steady c/c0 at 20 mA/cm2: 0.5854
Diffusivities H+, HSO4-: 9.3e-05, 1.3e-05 cm2/s
Diffusivity SO4(2-): 1.0e-05 cm2/s
Free H+ in acid bath model: 1.55 mol/L
Depletion time with migration, acid bath: 1.0475 s
Change due to migration, acid bath: 14.6 %
Salt diffusivity without acid: 6.667e-06 cm2/s
Copper transport number without acid: 0.3333
Depletion time without acid, formula: 2.7419 s
Depletion time without acid, solver: 2.7422 s
Trench depth, width, pitch: 300, 100, 200 nm
Trench concentration drop / c0: 0.0249
Trench floor depletion, estimate: 0.8690 s
Trench floor depletion, solver: 0.8805 s
Trench volume per plan area: 150 nm
Double-layer capacitance: 50 uF/cm2
Electrode voltage step: 0.3 V
Double-layer charging time: 0.150 ms
Largest density drop: 0.0399 g/cm3
Kinematic viscosity: 0.010 cm2/s
Buoyant drift speed scale: 179 um/s
Buoyant drift distance by tau: 163 um
Diffusion activation energy: 18 kJ/mol
Reference temperature: 298.15 K
Factor on D and tau for 10 K warming: 1.266
```
